\section*{Collision Damping, Local Electron Conservation and Mermin's Dielectric Function}

\section{What the complex frequency does}

\textbf{Q.} I calculate inelastic electron scattering from the loss function $\mathrm{Im}(-1/\varepsilon)$ of an electron gas. To include collisions I replace $\omega$ by $\omega+i\gamma$ in the Lindhard response. What physical process have I assumed?

\textbf{A.} Write the collisions into the equation of motion and see. Take independent electrons of mass $m$ in a volume $\Omega$, with energies $E_k=\hbar^2k^2/2m$, occupations $f_k$ and two spin states. Here $k$ and $q$ are vectors, and $q$ also denotes a length. Exchange and correlation are left out. A weak total potential energy $V e^{i(q\cdot r-\omega t)}$ acts on the electrons, and collisions pull the density matrix $\rho$ toward a target $\rho^{T}$ at a constant rate $\gamma$:
\begin{equation}
i\hbar\,\partial_t\rho=[H_0+V,\rho]-i\hbar\gamma(\rho-\rho^{T}).
\end{equation}
Let $R_k=\langle k+q|\delta\rho|k\rangle$ be the first-order change, $T_k$ the same element of the target, and $\Delta_k=E_{k+q}-E_k$. The commutator with $H_0$ gives $\Delta_kR_k$, and that of $V$ with the unperturbed density matrix gives $V(f_k-f_{k+q})$. The time derivative gives $\hbar\omega R_k$. With $z=\omega+i\gamma$,
\begin{equation}
(\hbar z-\Delta_k)R_k=V(f_k-f_{k+q})+i\hbar\gamma T_k .
\label{kin}
\end{equation}
The density amplitude is $\delta n=(2/\Omega)\sum_kR_k$. Your replacement follows from $T_k=0$, for which $\delta n=\chi_0(q,z)V$ with
\begin{equation}
\chi_0(q,z)=\frac{2}{\Omega}\sum_k\frac{f_k-f_{k+q}}{\hbar z-\Delta_k}.
\label{lind}
\end{equation}
So you have assumed that collisions drive the gas toward its \emph{uniform} equilibrium, whatever the density is at the place where they occur.

\textbf{Q.} Does that lose electrons?

\textbf{A.} Sum Eq.~\eqref{kin} over $k$. The term in $V$ vanishes, because relabelling $k+q\to k$ makes the two sums of occupations equal. Moreover $\Delta_k=\hbar q\cdot[\hbar(k+q/2)/m]$, and the bracket is the velocity that enters the particle current $j=(2/\Omega)\sum_k[\hbar(k+q/2)/m]R_k$. After division by $\hbar$,
\begin{equation}
\omega\,\delta n-q\cdot j=-i\gamma(\delta n-\delta n^{T}).
\label{cont}
\end{equation}
Multiplication by $-i$ turns the left side into $\partial_tn+\nabla\cdot j$ and the right side into $-\gamma(\delta n-\delta n^{T})$. With $\delta n^{T}=0$, electrons disappear at density crests and appear in troughs without travelling between them. The total number is unchanged, since a wave with $q\neq0$ integrates to zero. What fails is local conservation.

\section{A target with the right density}

\textbf{Q.} Which target should the collisions aim at instead?

\textbf{A.} A local equilibrium with the density that is actually present. Let the chemical potential vary by $\delta\mu\,e^{iq\cdot r}$ and take $\rho^{T}=f(H_0+U-\mu)$, where $U=V-\delta\mu$. This matrix commutes with $H_0+U$. To first order the element of that commutator is $\Delta_kT_k+U(f_k-f_{k+q})=0$, hence
\begin{equation}
T_k=U F_k,\qquad F_k=\frac{f_{k+q}-f_k}{\Delta_k},
\end{equation}
with the limiting value of $F_k$ where $\Delta_k=0$. Setting $z=0$ in Eq.~\eqref{lind} shows that $(2/\Omega)\sum_kF_k=\chi_0(q,0)\equiv\chi_s$. The target density is therefore $U\chi_s$, and Eq.~\eqref{cont} conserves electrons locally when $U=\delta n/\chi_s$.

To find $\delta n$, divide Eq.~\eqref{kin} by $\hbar z-\Delta_k$ and sum. The new sum needs
\begin{align}
\frac{F_k}{\hbar z-\Delta_k}
&=\frac{1}{\hbar z}\,\frac{(\hbar z-\Delta_k)F_k+\Delta_kF_k}{\hbar z-\Delta_k}\nonumber\\
&=\frac{1}{\hbar z}\left[F_k-\frac{f_k-f_{k+q}}{\hbar z-\Delta_k}\right],
\end{align}
because $\Delta_kF_k=-(f_k-f_{k+q})$. Writing $\chi_z=\chi_0(q,z)$, we obtain
\begin{equation}
\delta n=\chi_zV+\frac{i\gamma}{z}\,U(\chi_s-\chi_z).
\end{equation}
Insert $U=\delta n/\chi_s$, collect $\delta n$ on the left and multiply by $z$. Since $z-i\gamma=\omega$,
\begin{equation}
\delta n\left(\omega+i\gamma\frac{\chi_z}{\chi_s}\right)=z\chi_zV,
\qquad
\chi_M=\frac{z\,\chi_z}{\omega+i\gamma\chi_z/\chi_s}.
\label{mermin}
\end{equation}
This is Mermin's response. The induced charge adds $e^2\delta n/(\varepsilon_0q^2)$ to the external potential energy, so the ratio of external to total potential is $\varepsilon=1-e^2\chi/(\varepsilon_0q^2)$.

\section{Where the difference is large}

\textbf{Q.} Where would I see the error of the simple replacement?

\textbf{A.} In $\varepsilon$ itself and in the conductivity, most strongly at low frequency and long wavelength. The loss function is different: near $q=0$ its error does not grow as $\omega\to0$ but stays close to a factor of two, as the formulas of the last section show. For $qv_F\ll|z|$, with $v_F$ the Fermi velocity, expand Eq.~\eqref{lind} in $\Delta_k/\hbar z$. The leading term sums to zero. In the next, relabelling the part with $f_{k+q}$ gives
\begin{equation}
\frac{2}{\Omega}\sum_k f_k(\Delta_k-\Delta_{k-q})=\frac{n\hbar^2q^2}{m},
\qquad \chi_z\simeq\frac{nq^2}{mz^2}.
\label{small}
\end{equation}
Let $\omega_p^2=ne^2/(\varepsilon_0m)$. At $\omega=0$ we have $z=i\gamma$, and the replacement gives $\varepsilon\to1+\omega_p^2/\gamma^2$ as $q\to0$. A static field would remain partly unscreened in a metal. Equation~\eqref{mermin} instead gives $\chi_M(q,0)=\chi_s$: collisions do not alter the static response. For small $q$ and zero temperature, $\chi_s$ tends to minus the density of states at the Fermi energy, $-3n/(mv_F^2)$, so $\varepsilon\simeq1+3\omega_p^2/(v_F^2q^2)$ diverges, as metallic screening requires.

Take a model gas with $n=10^{29}\,\mathrm{m^{-3}}$ and $\hbar\gamma=1$ eV. Then $v_F=1.66\times10^6$ m/s and $\hbar\omega_p=11.74$ eV. The replacement gives a limiting static $\varepsilon$ of $1+11.74^2\simeq139$. At $q=10^9\,\mathrm{m^{-1}}$, quadrature of the momentum integral gives 84 for the replacement and 346 for Mermin; at $10^8\,\mathrm{m^{-1}}$ the values are 138 and $3.46\times10^4$.

\textbf{Q.} And the conductivity?

\textbf{A.} Let $q\to0$ first, at fixed $\omega$. Then $\chi_z/\chi_s\propto q^2$ drops out of the denominator of Eq.~\eqref{mermin}, and $\chi_M\simeq nq^2/(m\omega z)$. This is the Drude result,
\begin{equation}
\varepsilon=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\qquad
\sigma=-i\omega\varepsilon_0(\varepsilon-1)=\frac{i\varepsilon_0\omega_p^2}{\omega+i\gamma},
\end{equation}
with $\sigma\to\sigma_0=ne^2/(m\gamma)$ at low frequency. The replacement has $(\omega+i\gamma)^2$ in place of $\omega(\omega+i\gamma)$. Its conductivity is $i\omega\varepsilon_0\omega_p^2/(\omega+i\gamma)^2$, whose real part at small $\omega$ is $2\sigma_0\omega^2/\gamma^2$ and vanishes. In the example $\sigma_0=1.85\times10^6$ S/m. At 0.01 eV the replacement leaves a fraction $2\times10^{-4}$ of it, or 371 S/m.

The current itself is not at fault here. With $\delta n^T=0$, Eq.~\eqref{cont} gives $q\cdot j=z\,\delta n=nq^2V/(mz)$, which is the Drude current. The density fails to follow from that current, and $\varepsilon$ is built from the density.

\textbf{Q.} If both $q$ and $\omega$ are small, which limit wins?

\textbf{A.} They are joined by diffusion. For $\omega,\,qv_F\ll\gamma$, Eq.~\eqref{small} gives $\chi_z\simeq-nq^2/(m\gamma^2)$. Dividing by $\chi_s=-3n/(mv_F^2)$,
\begin{equation}
\frac{\chi_z}{\chi_s}\simeq\frac{Dq^2}{\gamma},\quad D=\frac{v_F^2}{3\gamma},
\qquad
\chi_M\simeq\frac{i\chi_sDq^2}{\omega+iDq^2}=\chi_s\frac{Dq^2}{Dq^2-i\omega}.
\end{equation}
The static form holds for $\omega\ll Dq^2$ and the Drude form for $\omega\gg Dq^2$. With no total potential, a density wave decays at the rate $Dq^2$, because electrons must travel from crest to trough. Under the replacement, collisions remove it at the rate $\gamma$ even when the wavelength is very long. For $q=10^8\,\mathrm{m^{-1}}$ the example has $D=6.06\times10^{-4}\,\mathrm{m^2/s}$ and $Dq^2=6.06\times10^{12}\,\mathrm{s^{-1}}$, some 250 times less than $\gamma=1.52\times10^{15}\,\mathrm{s^{-1}}$. Diagonalizing the kinetic operator on a momentum grid gives $6.07\times10^{12}\,\mathrm{s^{-1}}$ for the slowest mode. An actual charge wave also feels its own field, and its motion follows from $\varepsilon=0$ instead.

\section{Is conservation the whole reason?}

\textbf{Q.} Would any target with the right density do as well?

\textbf{A.} Not in general. A target equal to $\delta n$ times a fixed shape that carries no current gives the Drude limit, but it can miss the static one. A target that drifts along with the electrons would conserve their momentum too, and the Drude resistance would be lost. Try a target shaped like the filled Fermi sphere, $T_k=\delta n\,g_k$ with $g_k=(f_k+f_{k+q})/2n$, so that $(2/\Omega)\sum_kg_k=1$. Averages over $g_k$ have $\langle\Delta\rangle=0$, since $k\to-k-q$ reverses $\Delta_k$ and preserves $g_k$; this target carries no current along $q$. At small $q$, $\langle\Delta^2\rangle\simeq\hbar^2q^2v_F^2/5$, because the mean square of one velocity component in the sphere is $v_F^2/5$. Expanding the target term of Eq.~\eqref{kin} to second order in $\Delta_k$ gives
\begin{equation}
\delta n\left[1-\frac{i\gamma}{z}-\frac{i\gamma q^2v_F^2}{5z^3}\right]=\chi_zV .
\end{equation}
For $q\to0$ at fixed $\omega$ the bracket is $\omega/z$, which is Drude again. At $\omega=0$ the first two terms cancel and the third is $q^2v_F^2/(5\gamma^2)$. With $\chi_z=-nq^2/(m\gamma^2)$ this yields $\delta n/V=-5n/(mv_F^2)$, which is $5/3$ of $\chi_s$. Solving the kinetic equation numerically at $q=10^7\,\mathrm{m^{-1}}$ gives 1.667.

The improvement thus has two parts. Local conservation, with a target proportional to $\delta n$ that carries no current, restores the conductivity. The equilibrium shape of the target, which places the density change at the Fermi surface, restores the static response.

\textbf{Q.} Could I detect the fault with the $f$-sum rule?

\textbf{A.} No. That rule, $\int_0^\infty\omega\,\mathrm{Im}\,\varepsilon\,d\omega=\pi\omega_p^2/2$, follows from causality and the high-frequency tail $\varepsilon-1\to-\omega_p^2/\omega^2$, which both functions share. Numerical integration at $q=10^9\,\mathrm{m^{-1}}$ gives 1.00000 of the required value for each. A more telling moment comes from the dispersion relation for $1/\varepsilon$ at zero frequency:
\begin{equation}
\int_0^\infty\mathrm{Im}\left(\frac{-1}{\varepsilon}\right)\frac{d\omega}{\omega}
=\frac{\pi}{2}\left[1-\frac{1}{\varepsilon(q,0)}\right].
\end{equation}
Near $q=0$, Mermin's function gives $\pi/2$ and the replacement $0.9928\,\pi/2$. The deficit is $1/139$, the unscreened part of the static field.

\section{The loss spectrum}

\textbf{Q.} A deficit below one per cent would escape me. Does my measured loss peak care?

\textbf{A.} It does if you keep the same $\gamma$. Near $q=0$ the two loss functions follow from the two forms of $\varepsilon$:
\begin{align}
L_M&=\frac{\omega_p^2\,\omega\gamma}{(\omega^2-\omega_p^2)^2+\omega^2\gamma^2},\\
L_\Gamma&=\frac{2\omega_p^2\,\omega\Gamma}{(\omega^2-\Gamma^2-\omega_p^2)^2+4\omega^2\Gamma^2},
\end{align}
where $\Gamma$ is the rate used in the replacement. With $\Gamma=\gamma$ the plasmon line is twice as wide and half as high: the computed widths at half height are 2.0 and 1.0 eV, and the heights 5.9 and 11.7. With $\Gamma=\gamma/2$, however, $L_\Gamma$ differs from $L_M$ merely by $\omega_p^2+\gamma^2/4$ in place of $\omega_p^2$ in the denominator, a shift of about 0.01 eV. A fitted width can therefore hide the fault in the optical loss function, though not in the conductivity or the static $\varepsilon$.

\textbf{Q.} Then why not use $\gamma/2$ throughout?

\textbf{A.} Because the match does not persist at finite $q$, which an inelastic cross section integrates over. Values of $\mathrm{Im}(-1/\varepsilon)$ in the example are:
\begin{center}
\begin{tabular}{ccccc}
$q$ (m$^{-1}$) & $\hbar\omega$ (eV) & Mermin & $\Gamma=\gamma$ & $\Gamma=\gamma/2$\\
$10^6$ & 1 & 0.0074 & 0.0145 & 0.0073\\
$10^9$ & 1 & 0.0086 & 0.0147 & 0.0079\\
$5\times10^9$ & 1 & 0.0217 & 0.0243 & 0.0212\\
$5\times10^9$ & 5 & 0.0918 & 0.1134 & 0.0847
\end{tabular}
\end{center}
In the last row $\gamma/2$ gives 8\% too little loss and $\gamma$ gives 23\% too much, relative to Mermin. Linear interpolation between the last two columns puts the matching $\hbar\Gamma$ near 0.50, 0.55, 0.59 and 0.62 eV in the four rows. No single rate reproduces them all. The mismatch matters mainly for slow electrons. Integrated over the allowed $q$ and $\omega$ in this gas, without exchange, $\gamma/2$ gives an inverse mean free path 5 to 6\% below Mermin's for electrons 5 to 10 eV above the Fermi level, but within 1\% of it at 50, 200 and 1000 eV.

\textbf{Q.} How far does this apply to a photoresist?

\textbf{A.} The example is a metal-like gas, and a resist is an insulator. Organic solids have a broad loss maximum roughly near 20 eV, with a width of order 10 eV, so both model values are low for them. One remedy is a sum of Mermin terms whose strengths, energies and widths are fitted to the optical loss function; each term then supplies the extension to finite $q$. A further problem is that the model has no energy gap. A resist has a static $\varepsilon$ of a few, not a divergent one, and little electronic loss below its gap, where the model still gives 0.007 at 1 eV. A fitted sum needs a separate treatment there. Even for a good metal, $\hbar\gamma=1$ eV suits a plasmon width better than direct-current transport, where tens of meV are typical at room temperature. Since $\sigma_0\propto1/\gamma$, the example's conductivity is low by more than a factor of ten for such a metal.

\textbf{Q.} What does Mermin's function still leave out?

\textbf{A.} Its collisions do not conserve momentum, and nothing in the construction enforces conservation of energy. At zero temperature and small $q$ the energy imbalance is slight, because the actual change and the target both lie at the Fermi surface. Loss of momentum is right for scattering by impurities or phonons. Collisions among the electrons of a uniform gas conserve their total momentum and cannot by themselves produce the Drude resistance found here. The rate is also independent of energy, whereas real scattering rates vary with it. Local conservation of electrons removes one definite fault of the complex frequency; it does not supply a microscopic theory of $\gamma$.
